# Quadratic absorption edges without momentum conservation: constant dipole or constant momentum

## 1. One pair of levels

Take one electron in a state $v$, an empty state $c$ higher by $E_{cv}=\hbar\omega_{cv}$, and light polarized along $x$. The Hamiltonian without light is $H=p^2/2m+U(\mathbf r)$, where $m$ is the free-electron mass, $p$ the $x$ component in matrix elements, and $U$ a local potential. Since $[p^2/2m,x]=-i\hbar p/m$ and $U$ commutes with $x$,

$$p=\frac{im}{\hbar}[H,x],\qquad p_{cv}=\frac{im}{\hbar}(E_c-E_v)x_{cv}=im\omega_{cv}x_{cv}.$$

Hence

$$|p_{cv}|^2=m^2\omega_{cv}^2|x_{cv}|^2. \tag{1}$$

For one pair it makes no difference whether the line strength is written with $x_{cv}$ or $p_{cv}$. A film has many pairs with different $\omega_{cv}$. If the mean of $|x_{cv}|^2$ is the same at all transition energies, the mean of $|p_{cv}|^2$ grows as $\omega^2$. The two cannot both be constant over a finite energy range, and assuming one or the other gives different spectra.

Equation (1) needs a local potential. This was tested on the lowest eight states of a one-dimensional well of length 10 (units $\hbar=m=1$) with the potential $0.4\sin 1.7x+0.3\cos(2.9x+0.5)$. The largest violation, relative to the largest momentum element, was $5.5\times10^{-9}$ with a basis of 60 sine functions, and it shrinks further as the basis grows. Adding a nonlocal term, a projector of strength 2 on a Gaussian of width parameter 0.5 centred at $x=3$, raised it to 0.17.

## 2. From one pair to the permittivity

The electron has charge $-e$, so a field $F(t)=F\cos\omega t$ adds the energy $exF(t)$. Switch it on slowly with a factor $e^{\eta t/\hbar}$, $\eta\to0^+$. To first order the amplitude of $c$ obeys $i\hbar\dot b=e\,x_{cv}F(t)e^{iE_{cv}t/\hbar}$, and integration gives

$$b=-\frac{eFx_{cv}}{2}\left[\frac{e^{i(E_{cv}-\hbar\omega-i\eta)t/\hbar}}{E_{cv}-\hbar\omega-i\eta}+\frac{e^{i(E_{cv}+\hbar\omega-i\eta)t/\hbar}}{E_{cv}+\hbar\omega-i\eta}\right].$$

The induced dipole is $-2e\,\mathrm{Re}[x_{vc}\,b\,e^{-iE_{cv}t/\hbar}]$. The two minus signs cancel. In the second term we replace the expression by its complex conjugate, which has the same real part. With $\eta\to0$ in the slow envelope, the dipole is $\mathrm{Re}[\beta Fe^{-i\omega t}]$ with

$$\beta=e^2|x_{cv}|^2\left[\frac1{E_{cv}-\hbar\omega-i\eta}+\frac1{E_{cv}+\hbar\omega+i\eta}\right].$$

For $\omega>0$ only the first denominator can vanish, and $\mathrm{Im}\,(y-i\eta)^{-1}\to\pi\delta(y)$. Thus $\mathrm{Im}\,\beta=\pi e^2|x_{cv}|^2\delta(E_{cv}-\hbar\omega)$.

Now let the valence states be full and the conduction states empty, with independent electrons. Neglect local-field corrections, so that the field on each electron is the average field. The relative permittivity is then $1+\sum\beta/(\varepsilon_0V)$ for a film of volume $V$. Light does not flip the spin here, so each spatial pair counts twice:

$$\varepsilon_2(\omega)=\frac{2\pi e^2}{\varepsilon_0V}\sum_{v,c}|x_{cv}|^2\delta(E_c-E_v-\hbar\omega). \tag{2}$$

The delta function sets $\omega_{cv}=\omega$, so (1) turns this into

$$\varepsilon_2(\omega)=\frac{2\pi e^2}{\varepsilon_0m^2\omega^2V}\sum_{v,c}|p_{cv}|^2\delta(E_c-E_v-\hbar\omega). \tag{3}$$

For a local potential, equations (2) and (3) are the same quantity.

## 3. What disorder does to the matrix elements

In a crystal, light connects states of nearly equal wavevector. In a strongly disordered film the wavevector no longer labels the states, and any valence state may couple to any conduction state. The mean strength of the couplings must then fall with the size of the film, as a simple model shows. Individual pairs of localized states can stay strongly coupled in a film of any size.

Divide the film into $N=V/v_0$ sites of volume $v_0$, each with one valence orbital and one conduction orbital, mutually orthogonal. Let $x$ connect the two orbitals of the same site with element $X$, and neglect its interband elements between different sites. If a valence state has amplitudes $a_i$ and a conduction state $b_i$, then $x_{cv}=X\sum_i b_i^*a_i$. Take the two sets as independent and random, with zero mean, variance $1/N$ and no correlation between sites. The cross terms average to zero:

$$\langle|x_{cv}|^2\rangle=X^2\sum_{i}\frac1N\,\frac1N=\frac{X^2}{N}=\frac{X^2v_0}{V}. \tag{4}$$

The same algebra with a local momentum element $P$ gives $\langle|p_{cv}|^2\rangle=P^2v_0/V$. This is an alternative model: by (1), keeping $X$ fixed makes the momentum element vary with energy. The argument fixes the dependence on volume. It does not decide which element, if either, is constant in a given material. Amplitudes that are correlated between neighbouring sites, or between the two bands, can make the mean square vary with energy. The effect can be large near the band edges. When the disorder is moderate, the states there keep much of their crystalline site-to-site pattern. If both edges share that pattern, as for a direct gap, the coupling between them is strengthened; if the amplitudes at one edge alternate in sign and those at the other do not, it is suppressed. When a strong random potential shifts both bands the same way, the lowest conduction states and the highest valence states lie in different places, which weakens it.

"Constant matrix element" therefore means that the mean square over the pairs at a given transition energy does not depend on that energy. Individual pairs scatter widely about it.

## 4. Counting pairs at parabolic edges

Let $u$ be the energy measured from a band edge into the band. A parabolic edge has $k^3/(6\pi^2)$ states per volume and spin below $u$, with $k=\sqrt{2m^*u}/\hbar$. Differentiation with respect to $u$ gives

$$g(u)=\frac1{4\pi^2}\left(\frac{2m^*}{\hbar^2}\right)^{3/2}\sqrt u .$$

In the film, $m^*$ describes the density of states and need not describe motion. Write $m_c$ and $m_v$ for the two edges, $E_g$ for the gap and $\Delta=\hbar\omega-E_g>0$. A transition that ends at $u$ in the conduction band starts at depth $\Delta-u$ in the valence band. The number of pairs per energy, per volume squared and per spin is

$$J=\int_0^\Delta g_c(u)\,g_v(\Delta-u)\,du .$$

With $u=\Delta\sin^2\theta$, we have $du=2\Delta\sin\theta\cos\theta\,d\theta$ and $\sqrt{u(\Delta-u)}=\Delta\sin\theta\cos\theta$, so

$$\int_0^\Delta\!\sqrt{u(\Delta-u)}\,du=2\Delta^2\!\int_0^{\pi/2}\!\sin^2\theta\cos^2\theta\,d\theta=\frac{\Delta^2}{2}\int_0^{\pi/2}\!\sin^22\theta\,d\theta=\frac{\pi\Delta^2}{8}.$$

The two prefactors multiply to $8(m_cm_v)^{3/2}/(16\pi^4\hbar^6)$. Therefore

$$J=\frac{(m_cm_v)^{3/2}\Delta^2}{16\pi^3\hbar^6}. \tag{5}$$

The square has a simple origin: each edge supplies a factor $\sqrt{\text{energy}}$, and the free division of $\Delta$ between electron and hole supplies one more power.

If the wavevector were conserved, that freedom would be lost. Each $k$ would give one transition, at $\Delta=\hbar^2k^2/2m_r$ with $1/m_r=1/m_c+1/m_v$. The number of transitions below $\Delta$ would grow as $k^3\propto\Delta^{3/2}$, and its derivative as $\sqrt\Delta$. For all pairs the cumulative number grows as $\Delta^3$.

An explicit count of plane-wave states in a periodic cube of side 20 nm, with the masses of section 7, tests both laws. Doubling $\Delta$ from 0.5 to 1 eV multiplied the number of all pairs by 7.996, against $2^3=8$. Doubling it from 4 to 8 eV multiplied the number of vertical pairs by 2.834, against $2^{3/2}=2.828$. The higher energies include more vertical pairs and so reduce the counting error: doubling $\Delta$ from 0.5 to 1 eV gives 2.797.

## 5. The two laws

In (2) the sum becomes $V^2J$ times the mean (4). The factors of $V$ cancel:

$$\boxed{\varepsilon_2=\frac{2\pi e^2v_0X^2}{\varepsilon_0}J=\frac{e^2v_0X^2(m_cm_v)^{3/2}}{8\pi^2\varepsilon_0\hbar^6}(\hbar\omega-E_g)^2}\quad\text{(constant dipole)} \tag{6}$$

The same replacement in (3) gives

$$\boxed{\omega^2\varepsilon_2=\frac{e^2v_0P^2(m_cm_v)^{3/2}}{8\pi^2\varepsilon_0m^2\hbar^6}(\hbar\omega-E_g)^2}\quad\text{(constant momentum)} \tag{7}$$

Equation (7) is the Tauc form and (6) the Cody form. Both need edges that stay parabolic up to $\Delta$ and a mean square of the chosen element that stays constant over the same range. Parabolic edges alone are not enough.

The random-site model was also summed transition by transition, for 2000 sites and the parameters of section 7. The level energies were set by the parabolic densities and the state vectors were random. The 16,332 transitions within 1 eV of the gap gave an integrated $\varepsilon_2$ of 1.006 times the integral of (6). Weighting the same random overlaps with a constant $P$ gave 1.005 times the integral of (7). Both deviations lie within the scatter of about 1 % expected between random samples of this size.

**Close to the gap.** Write $\hbar\omega=E_g(1+\Delta/E_g)$. For $\Delta\ll E_g$,

$$\frac1{(\hbar\omega)^2}\approx\frac1{E_g^2}\left(1-\frac{2\Delta}{E_g}\right).$$

To leading order both laws make $\varepsilon_2$ quadratic. They separate by a relative amount $2\Delta/E_g$, so close to the gap they are hard to tell apart.

**Far above the gap.** Continued formally, (6) grows without limit, while (7) makes $\varepsilon_2$ level off because $\Delta^2/(\hbar\omega)^2\to1$. Neither continuation is physical, since real bands have finite width.

## 6. What a wrong plot does to the gap

Let $E=\hbar\omega$. Constant-dipole data make $\sqrt{\varepsilon_2}$ a straight line in $E$; constant-momentum data make $E\sqrt{\varepsilon_2}$ straight. Each line meets zero at $E_g$. Suppose the plots are exchanged and a tangent is drawn at $E$. It meets zero at $E-y/y'$, where $y$ is the plotted quantity.

For constant-dipole data, $y=AE(E-E_g)$ and $y'=A(2E-E_g)$, so

$$E-\frac{E(E-E_g)}{2E-E_g}=\frac{E^2}{2E-E_g}=E_g+\frac{(E-E_g)^2}{2E-E_g}. \tag{8}$$

The last step uses $E^2-E_g(2E-E_g)=(E-E_g)^2$. The apparent gap is too high.

For constant-momentum data, $y=B(1-E_g/E)$ and $y'=BE_g/E^2$, so

$$E-\frac{E(E-E_g)}{E_g}=\frac{E(2E_g-E)}{E_g}=E_g-\frac{(E-E_g)^2}{E_g}. \tag{9}$$

The apparent gap is too low. Both errors vanish as $\Delta^2$ when the tangent is taken nearer the gap.

If the absorption coefficient $\alpha$ is measured instead, use $(n+i\kappa)^2=\varepsilon_1+i\varepsilon_2$, which gives $\varepsilon_2=2n\kappa$. Since the intensity decays at the rate $\alpha=2\omega\kappa/c$,

$$\alpha=\frac{\omega\varepsilon_2}{nc}. \tag{10}$$

So $\omega^2\varepsilon_2=nc\,\omega\alpha$. A plot of $\sqrt{\alpha E}$ is straight for constant momentum, and one of $\sqrt{\alpha/E}$ for constant dipole, provided that $n$ hardly varies over the range.

## 7. A worked film

Take $E_g=3.0$ eV, $m_c=0.35\,m$, $m_v=3.0\,m$, $v_0=0.050$ nm³, $X=0.12$ nm and a fixed index $n=2.0$. At 4.0 eV, $\Delta=1$ eV and (5) gives $J=4.90$ eV⁻¹ nm⁻⁶. With $e^2/\varepsilon_0=18.1$ eV nm and $v_0X^2=7.2\times10^{-4}$ nm⁵, equation (6) gives

$$\varepsilon_2=2\pi(18.1)(7.2\times10^{-4})(4.90)=0.401 .$$

At 3.5 eV, $\Delta^2=0.25$ eV² and $\varepsilon_2=0.401\times0.25=0.100$. With $\hbar c=197.3$ eV nm, (10) gives $\alpha=3.5\times0.1003/(2.0\times197.3)=8.9\times10^{-4}$ nm⁻¹, or $8.9\times10^3$ cm⁻¹.

For the second law choose $P=m\omega X$ at 3.5 eV, which is $5.81\times10^{-25}$ kg m/s, so that the two spectra agree there. All other parameters stay fixed.

| $E$ (eV) | $\varepsilon_2$, dipole | $\varepsilon_2$, momentum |
|---|---|---|
| 3.2 | 0.016 | 0.019 |
| 3.5 | 0.100 | 0.100 |
| 3.8 | 0.257 | 0.218 |
| 4.0 | 0.401 | 0.307 |

The ratio of the columns is $(E/3.5\ \text{eV})^2$, which is 1.31 at 4.0 eV.

At 3.5 eV the wrong tangents give $3+0.25/4=3.06$ eV from (8) and $3-0.25/3=2.92$ eV from (9). Straight lines fitted to 15 points from 3.3 to 4.0 eV give 3.09 and 2.88 eV. The choice of plot thus moves the gap by about 0.1 eV. Yet the wrong plots depart from their fitted lines by at most 2 % of the largest ordinate. Over this window, a plot that looks straight is weak evidence for either law if the data carry systematic errors of that size, or random ones and only a few points. Many points with independent random errors can still reveal the curvature.

## 8. Beside real oxide films

The gap, conduction mass and index are rough values for the transparent amorphous oxide films used as transistor channels. The valence mass is a rough stand-in for a flat band edge. $X$ and $v_0$ are chosen, so the absolute absorption is an illustration and not a prediction for a material. Real films break several assumptions. The percentages below are changes of $\varepsilon_2$ at 3.5 eV relative to the ideal model, with the matrix element held fixed.

- **Nonparabolic conduction edge.** Let $u(1+\gamma u)=\hbar^2k^2/2m_c$ with the estimate $\gamma=(1-m_c/m)^2/E_g=0.141$ eV⁻¹. The density of states gains the factor $\sqrt{1+\gamma u}\,(1+2\gamma u)\approx1+\tfrac52\gamma u$. The mean of $u$ over the pairs is $\Delta/2$ by symmetry, so $J$ rises by about $\tfrac54\gamma\Delta$; the full integral gives +8.9 %. The estimate of $\gamma$ is crude, and $\gamma=0.5$ eV⁻¹ would give +33 %. This rise grows with $\Delta$, as does the difference between the two laws. The shape of a spectrum therefore identifies the matrix element only if the densities of states are known.
- **Uneven gap.** If the local gap has a Gaussian spread $s=0.10$ eV, $\Delta^2$ becomes $\Delta^2+s^2$ for $\Delta\gg s$, a change of +4.0 %. Closer to the edge the spread produces a tail, and the quadratic law fails.
- **Free carriers.** At $10^{19}$ cm⁻³ and 300 K, occupied final states remove 4.8 % (at $10^{20}$ cm⁻³, 43 %). This is not the whole effect of the carriers. Their mutual interaction also narrows the gap, which acts the other way and can be larger: a narrowing of 50 meV would by itself give +21 %.
- **Heating.** If the gap falls by an assumed 0.5 meV/K, 50 K of heating gives +10 % at fixed photon energy.
- **Electric field.** At 0.1 MV/cm the broadening energy $(\hbar^2e^2F^2/2m_r)^{1/3}$ is 23 meV, small beside $\Delta=500$ meV; at 1 MV/cm, a field that a gated channel can reach, it is 107 meV and no longer negligible. This estimate, like the binding energies below, assumes that the density-of-states masses also describe motion, which a disordered film does not guarantee.

Electron–hole attraction may matter more. The hydrogen-like binding energy $m_re^4/[2(4\pi\varepsilon_0\varepsilon_r\hbar)^2]$ is 43 meV for $\varepsilon_r=10$, a rough static value, and 267 meV for $\varepsilon_r=n^2=4$. The second is no longer small beside $\Delta$, but even the first is not negligible, because the enhancement depends on $s_0=\sqrt{R/\Delta}$, with $R$ the binding energy. For vertical transitions the hydrogenic factor $2\pi s_0/(1-e^{-2\pi s_0})$ is 2.2 at $\Delta=0.5$ eV for $R=43$ meV. The same hydrogenic estimate without wavevector conservation, bound states included, gives about 4, falling from about 6 at $\Delta=0.3$ eV to about 3 at 1 eV. This change of shape exceeds the difference between the two laws. How much of it survives in a disordered film is not settled here, and an independent-electron fit should be read with that reservation.

The range of the model also has an upper end. One state per site fills a parabolic band up to $k^3/(6\pi^2)=1/v_0$, hence to a width $(\hbar^2/2m^*)(6\pi^2/v_0)^{2/3}$. This is 12.2 eV for the conduction band but 1.42 eV for the valence band. Even if the valence band stayed parabolic throughout, (6) and (7) would end at $\Delta=1.42$ eV, a photon energy of about 4.4 eV.

## Calculated quantities

```
Gap: 3.00 eV; refractive index: 2.00
Masses mc, mv: 0.35, 3.00 electron masses
Site volume: 0.050 nm^3; local dipole X: 0.120 nm
Matching energy: 3.50 eV; P: 5.813e-25 kg m/s
2P^2/m: 4.63 eV
J at 4.0 eV: 4.902 per eV per nm^6
eps2/D^2, constant dipole: 0.4013 per eV^2
E^2 eps2/D^2, constant momentum: 4.9155 (no unit)
E (eV) | eps2 dipole, momentum | alpha dipole, momentum (cm^-1)
3.2 | 0.01605, 0.01920 | 1301, 1557
3.4 | 0.06420, 0.06803 | 5531, 5861
3.5 | 0.10032, 0.10032 | 8897, 8897
3.6 | 0.14445, 0.13654 | 13177, 12455
3.8 | 0.25681, 0.21786 | 24727, 20977
4.0 | 0.40126, 0.30722 | 40670, 31138
Tangent gap at 3.5 eV, E*sqrt(eps2), dipole data: 3.0625 eV
Tangent gap at 3.5 eV, sqrt(eps2), momentum data: 2.9167 eV
Line fits from 3.3 to 4.0 eV, 15 points: gap, largest misfit / largest ordinate
  dipole data, sqrt(eps2): 3.000 eV, 0.00 %
  dipole data, E*sqrt(eps2): 3.087 eV, 1.90 %
  momentum data, sqrt(eps2): 2.877 eV, 1.99 %
  momentum data, E*sqrt(eps2): 3.000 eV, 0.00 %
Pair count / formula - 1 at D = 0.5, 1.0 eV: 6.4e-04, 1.9e-04
Cumulative count ratio on doubling D, all pairs: 7.996
Cumulative count ratio on doubling D, vertical: 2.834
Random-site model: 2000 sites, 16332 transitions
  sum / formula, dipole: 1.0062
  sum / formula, momentum: 1.0049
p-x relation error, local potential: 5.5e-09
p-x relation error, nonlocal potential: 0.166
Polarizability, dispersion / finite field: 1.000006
Neglected effects at 3.5 eV (changes of the pair density J):
  nonparabolicity 0.141 per eV: +8.9 %
  gap spread 0.10 eV: +4.0 %
  carriers 1e+19 cm^-3 at 300 K: -4.8 %
  Fermi level above conduction edge: 0.034 eV
  heating by 50 K, gap drop 25 meV: +10.3 %
  pair binding, permittivity 4: 267 meV
  pair binding, permittivity 10: 43 meV
  field broadening at 0.1 MV/cm: 23 meV
Model band widths, conduction, valence: 12.19, 1.42 eV
```
